\section*{Why trace stabiliser stops electroless plating on small isolated discs}

\section{What goes wrong without a critical radius}

An electroless bath can coat a large pad well and leave a small disc of the same metal, on the same part, almost bare. Judged by the pad, the bath is sound, so the fault may be sought in cleaning or activation. Adding more stabiliser would leave still larger discs bare. What is missing is a length: the radius below which diffusion keeps every part of a disc supplied with more stabiliser than the metal can dispose of.

Four contributions are weighed in turn: the removal capacity of the surface, the geometry of supply, the uneven supply across a disc, and the effects that a simple model leaves out. The relations contain no atomic constants and hold in any consistent units.

\section{First contribution: the capacity of the surface}

A flush metal disc of radius $a$ lies in an insulating plane below still solution. Far away the stabiliser concentration is $c$; locally it is $C(r,z)$, with surface value $C_s(r)$. The diffusivity is $D$. Let $\theta$ be the fraction of metal sites covered by stabiliser, $\Gamma$ the site density and $f$ the stabiliser flux into the metal. Adsorbed stabiliser is destroyed by a surface reaction of rate constant $k_r$, whether or not metal is growing:
\begin{equation}
\Gamma\frac{d\theta}{dt}=f-J_m\theta,\qquad J_m=k_r\Gamma .
\end{equation}
Covered sites do not plate, so the growth rate is $v=v_0(1-\theta)$. In steady state $\theta=f/J_m$, and since $\theta\le1$, no area can consume more than $J_m$.

Assume that free sites capture stabiliser instantly. Then each point is in one of two states:
\begin{align}
\text{live:}&\quad C_s=0,\quad 0\le f<J_m,\\
\text{dead:}&\quad C_s\ge0,\quad f=J_m .
\end{align}
A dead site still consumes stabiliser, because each site freed by the reaction is refilled at once.

These conditions allow one steady state only. Let $C_1,C_2$ be two solutions and $w=C_1-C_2$. Both obey Laplace's equation, and $f=D\,\partial C/\partial z$ at the surface. The outward normal of the solution there is $-z$, so Green's identity gives
\begin{equation}
D\int|\nabla w|^2\,dV=-\int (C_1-C_2)(f_1-f_2)\,dA .
\end{equation}
Where $C_1>C_2\ge0$, point 1 is dead and $f_1=J_m\ge f_2$; the reverse case is alike. The right side is therefore not positive, the left side is not negative, and $w=0$. A consistent steady state, once found, is the steady state, whatever the history of the disc.

\section{Second contribution: the geometry of supply}

Write the deficit $u=c-C$ as a sum of decaying harmonic functions:
\begin{equation}
u=\int_0^\infty A(k)e^{-kz}J_0(kr)\,dk,\qquad A(k)=\int_0^a\varphi(t)\cos kt\,dt .
\end{equation}
Averaging $\cos(kr\cos\alpha)$ over $\alpha$ gives $J_0(kr)$, whence $\int_0^\infty e^{-sk}J_0(kr)\,dk=(s^2+r^2)^{-1/2}$. Letting $s\to-it$ from positive real part gives two integrals:
\begin{align}
\int_0^\infty\cos kt\,J_0(kr)\,dk&=\frac{1}{\sqrt{r^2-t^2}}\ (t<r),\quad 0\ (t>r),\\
\int_0^\infty\sin kt\,J_0(kr)\,dk&=\frac{1}{\sqrt{t^2-r^2}}\ (t>r),\quad 0\ (t<r).
\end{align}
The first gives the surface deficit on the disc,
\begin{equation}
u(r,0)=\int_0^r\frac{\varphi(t)}{\sqrt{r^2-t^2}}\,dt .
\label{eq:u}
\end{equation}
For the flux $f=-D\,\partial u/\partial z=D\int kAJ_0\,dk$, integration by parts gives $kA=\varphi(a)\sin ka-\int_0^a\varphi'\sin kt\,dt$. The second integral then yields
\begin{equation}
f(r)=D\left[\frac{\varphi(a)}{\sqrt{a^2-r^2}}-\int_r^a\frac{\varphi'(t)}{\sqrt{t^2-r^2}}\,dt\right]
\label{eq:f}
\end{equation}
for $r<a$, and zero flux into the insulator.

If the whole disc were a perfect sink, $u=c$ on it. Because $\int_0^r dt/\sqrt{r^2-t^2}=\pi/2$, the solution is $\varphi=2c/\pi$, and
\begin{equation}
f=\frac{2Dc}{\pi\sqrt{a^2-r^2}},\qquad
\int_0^a f\,2\pi r\,dr=4Dca,\qquad
\bar f=\frac{4Dc}{\pi a}.
\end{equation}
A wide pad under a diffusion layer of thickness $\delta$ receives $Dc/\delta$ in its interior. The ratio of the mean fluxes is $4\delta/(\pi a)$: a disc draws stabiliser from a hemisphere of solution, a pad from the column above it. For $a=2\,\mu$m and $\delta=100\,\mu$m the ratio is about 64.

Setting $\bar f=J_m$ suggests a critical radius $4Dc/(\pi J_m)$. This has the right scaling but the wrong factor, because the perfect-sink flux is strongest at the rim, and only part of what the rim cannot consume reaches the centre.

\section{Third contribution: uneven supply across the disc}

\subsection*{The wholly dead disc}

A wholly dead disc consumes $J_m$ everywhere. The function that produces this is
\begin{equation}
\varphi(t)=\frac{2J_m}{\pi D}\sqrt{a^2-t^2}.
\label{eq:uniform}
\end{equation}
To verify it, note that $\varphi(a)=0$ and insert $\varphi'$ in Eq.~(\ref{eq:f}):
\begin{equation}
f=\frac{2J_m}{\pi}\int_r^a\frac{t\,dt}{\sqrt{a^2-t^2}\sqrt{t^2-r^2}}
=\frac{2J_m}{\pi}\int_0^{\pi/2}d\psi=J_m ,
\label{eq:psi}
\end{equation}
where $t^2=r^2+(a^2-r^2)\sin^2\psi$. Equation~(\ref{eq:u}) with $t=r\sin\psi$ gives the deficit
\begin{equation}
u(r,0)=\frac{2J_m}{\pi D}\int_0^{\pi/2}\sqrt{a^2-r^2\sin^2\psi}\,d\psi ,
\end{equation}
which is greatest at the centre, where it equals $J_ma/D$. The dead state requires $C_s=c-u\ge0$ everywhere, hence $J_ma/D\le c$. Since the steady state is unique, the disc is wholly dead if and only if
\begin{equation}
\boxed{\,a\le a_c=\frac{Dc}{J_m}=\frac{Dc}{k_r\Gamma}\,}
\end{equation}
within this model. The mean-flux estimate is larger by the factor $4/\pi$.

\subsection*{The larger disc}

For $a>a_c$, try a live core $r<b$ inside a dead ring. The core needs $u=c$, so $\varphi=2c/\pi$ for $t<b$. The flux in the ring depends only on $\varphi$ at $t>b$, so Eq.~(\ref{eq:uniform}) is kept there. A jump $\Delta$ in $\varphi$ at $b$ would add $-D\Delta/\sqrt{b^2-r^2}$ to the core flux. This diverges at $r\to b$, either above $J_m$ or below zero, and both are forbidden. Continuity therefore fixes $b$:
\begin{equation}
\frac{2c}{\pi}=\frac{2J_m}{\pi D}\sqrt{a^2-b^2}
\quad\Longrightarrow\quad b=\sqrt{a^2-a_c^2}.
\end{equation}
In the core, the integral in Eq.~(\ref{eq:psi}) now starts at $t=b$, where $\cos\psi_b=a_c/\sqrt{a^2-r^2}$. Thus
\begin{equation}
\theta(r)=\frac{f}{J_m}=\frac{2}{\pi}\left(\frac{\pi}{2}-\psi_b\right)
=\frac{2}{\pi}\arcsin\frac{a_c}{\sqrt{a^2-r^2}} .
\end{equation}
This is below 1 for $r<b$. Also $\varphi\le2c/\pi$ throughout, so $u\le c$ and $C_s\ge0$ in the ring. All conditions hold.

The dead area is $\pi(a^2-b^2)=\pi a_c^2$, whatever the disc size, as long as $a\ll\delta$. Size decides whether that fixed area is the whole disc or a thin rim. The centre grows at
\begin{equation}
\frac{v(0)}{v_0}=1-\frac{2}{\pi}\arcsin\frac{a_c}{a}=\frac{2}{\pi}\arccos\frac{a_c}{a}.
\end{equation}
Just above threshold, with $a=a_c(1+\epsilon)$, this is $(2/\pi)\sqrt{2\epsilon}$, a steep onset. For $a\gg a_c$, $\arcsin x\approx x$ restores the perfect-sink flux away from the rim.

\subsection*{The wide pad}

When $a\gg\delta$ the interior flux is $Dc/\delta$, so
\begin{equation}
\theta_{\rm pad}=\frac{Dc}{\delta J_m}=\frac{a_c}{\delta}.
\end{equation}
The interior plates if $\delta>a_c$. With instant capture, its rim still dies. Let the perfect-sink flux at distance $x$ from the edge be $K/\sqrt{x}$. For a disc with $a\gg a_c$, $K=2Dc/(\pi\sqrt{2a})$ and the dead width is $a-b\approx a_c^2/(2a)$, which equals $\pi^2K^2/(4J_m^2)$. A narrow rim is governed by $K$ and $J_m$ alone, so this form carries over to the pad.

For a straight edge, put $s=x+iz$ and $C=\operatorname{Im}W$ with
\begin{equation}
\frac{dW}{ds}=\frac{\partial C}{\partial z}+i\frac{\partial C}{\partial x}
=\frac{c/\delta}{\sqrt{1-e^{-\pi s/\delta}}}.
\end{equation}
This is real on the metal ($z=0$, $x>0$) and at $z=\delta$, so $C$ is constant on each; it is imaginary on the insulator, so no flux enters there. For $x\ll\delta$ the flux is $Dc/\sqrt{\pi\delta x}$, hence $K=Dc/\sqrt{\pi\delta}$ and the rim width is
\begin{equation}
w=\frac{\pi a_c^2}{4\delta}.
\end{equation}

\section{Worked numbers}

Take $D=2000\,\mu$m$^2$/s, $c=30\,\mu$mol/L, 6 sites/nm$^2$, $k_r=2$ s$^{-1}$ and $\delta=100\,\mu$m. Then $J_m=19.93\,\mu$mol\,m$^{-2}$s$^{-1}$. In SI units,
\begin{equation}
a_c=\frac{(2.0\times10^{-9})(3.0\times10^{-2})}{1.993\times10^{-5}}\ \text{m}
=3.01\,\mu\text{m}\quad(3.01\times10^4\ \text{\AA}).
\end{equation}
A disc of radius $2\,\mu$m is dead: uptake at full capacity lowers its central concentration by only 66\% of $c$, so stabiliser is left over everywhere. A $4\,\mu$m disc has a live core of $2.63\,\mu$m, 43\% of its area, and its centre grows at $0.46\,v_0$. At $10\,\mu$m the live fraction is 91\%. In the interior of a $500\,\mu$m pad the coverage is 3\%.

These results were tested by cutting discs into 400 rings and finding the live and dead rings from the two surface conditions, without using $a_c$ or $b$. Discs of $0.5a_c$ and $0.98a_c$ came out wholly dead; one of $1.02a_c$ had a live core. At the mean-flux radius, $3.83\,\mu$m, the calculation gave a core of $2.38\,\mu$m against $2.37\,\mu$m from the formula, so that disc is far from dead. For the $500\,\mu$m pad, graded rings gave a dead rim of $0.078\,\mu$m. The straight-edge formula gives $0.071\,\mu$m; it neglects edge curvature, a correction governed by $\delta/a=0.2$. The numerical output also lists a curvature-corrected estimate, on which nothing here rests.

\section{Fourth contribution: what the simple model leaves out}

\subsection*{Finite capture rate}

If free sites capture at rate $kC_s(1-\theta)$, the balance $kC_s(1-\theta)=J_m\theta$ gives $1-\theta=J_m/(J_m+kC_s)$. At the centre of a nearly dead disc $C_s\approx c(1-a/a_c)$, so
\begin{equation}
\frac{v(0)}{v_0}\approx\frac{1}{1+(kc/J_m)(1-a/a_c)} .
\end{equation}
For $k=50$ mm/s, $kc/J_m=75$, and the $2\,\mu$m disc should retain 3.8\% of $v_0$ at its centre. A numerical solution gives 3.6\%: uptake slightly below $J_m$ leaves more stabiliser at the surface. The disc average is 2.9\%. For this disc, ``dead'' thus means slowed some thirtyfold, and the threshold is sharp only for $kc/J_m\gg1$. Even at 75 it is rounded: the centre of a disc of radius $a_c$ still grows at about $0.13\,v_0$. The rim of the wide pad is slowed rather than stopped, because its ideal dead width, $0.07\,\mu$m, is comparable with $D/k=0.04\,\mu$m: so close to live metal, the stabiliser stays too dilute to cover the rim fully.

\subsection*{Burial in the deposit}

Growth can also bury stabiliser. Let each new layer, of thickness $h$, bury an adsorbed molecule with probability $p$, and let $\beta=v_0/h$. Removal becomes
\begin{equation}
R(\theta)=\Gamma\left[k_r\theta+p\beta\theta(1-\theta)\right],\qquad
R'(1)=\Gamma(k_r-p\beta).
\end{equation}
Since $R'$ decreases with $\theta$, $R$ rises all the way to $R(1)=J_m$ if $p\beta\le k_r$. Then $a_c$ and $b$ are unchanged. With $v_0=15\,\mu$m/h and $h=0.2$ nm, $\beta=20.8$ s$^{-1}$, and the condition is $p\le0.096$.

For larger $p$ the maximum lies at $\theta=(k_r+p\beta)/(2p\beta)$ and equals $\Gamma(k_r+p\beta)^2/(4p\beta)$. With instant capture, if $R_{\max}a/D<c$, no permitted uptake can bring $C_s$ to zero, so the disc must die. For $p=1$ this covers radii below $0.96\,\mu$m. Between that radius and $a_c$ the edge decides: a live core inside a dead ring would need $\varphi$ to drop at the core's edge, and the flux there would diverge above $R_{\max}$. The core therefore cannot persist, and the disc is again dead up to $a_c$. A finite capture rate limits the edge flux. With strong burial, a disc smaller than $a_c$ can then stay live.

Removal by burial alone ($k_r=0$) behaves differently. Dead metal then consumes nothing, so any live region has the divergent edge flux of a perfect sink. With instant capture its edge dies and retreats, whatever the pad size. In this model, pads survive because dead metal goes on consuming stabiliser; with burial alone and instant capture, nothing protects them.

\subsection*{Neighbours}

So far each disc has been isolated, with no other metal nearby. Dead discs in a square array of pitch $L$ consume $J_m\pi a^2/L^2$ per unit area of the plane. Spread evenly, this lowers the concentration across the layer by $J_m\pi a^2\delta/(DL^2)$. Adding it to the disc's own depletion $J_ma/D$ and setting the sum equal to $c$ gives
\begin{equation}
L\approx\sqrt{\frac{\pi a^2\delta}{a_c-a}} .
\end{equation}
For $a=2\,\mu$m this is $35\,\mu$m. A sum over separate neighbours gives $32\,\mu$m; the smeared estimate is larger because it counts the disc's own cell again. At closer pitch the disc centres revive.

\subsection*{Layer, flow and temperature}

The bulk boundary at height $\delta$ acts through images of alternating sign at distances $2n\delta$. They reduce the central depletion by $J_ma^2\ln2/(2D\delta)$ and raise the critical radius by 1\%, to $3.04\,\mu$m. At a shear rate $\dot\gamma=10$ s$^{-1}$ the P\'eclet number $\dot\gamma a_c^2/D$ is 0.045, but the correction goes as its square root: shear raises the critical radius by about 4\%, to about $3.1\,\mu$m, more than the layer term, and by about 13\% at $100$ s$^{-1}$. At gentle shear, flow past the disc is a modest effect.

Temperature weighs more. With assumed activation energies of 0.5 eV for $k_r$ and 0.2 eV for $D$, and $c$ and $\Gamma$ fixed, cooling from 360 to 350 K raises $a_c$ to $4.0\,\mu$m, because removal slows more than supply.

\section{Beside a real bath}

The growth rate, temperature and parts-per-million stabiliser level are roughly those of a hot electroless nickel bath with a sulphur-bearing stabiliser. The constants $k_r$ and $k$ and the activation energies are chosen, not measured. As $a_c\propto1/k_r$, the value of $3\,\mu$m shows a scale and does not predict a given bath. The assumption most open to doubt is weak burial, since sulphur from such stabilisers does enter the deposit; with strong burial and a finite capture rate, discs smaller than $a_c$ can keep plating. Hydrogen bubbles, which stir the solution, and recessed openings, which lengthen the diffusion path, are not included. Nor is the height of the deposit: a small live disc soon stands above the plane, so the results for live discs describe early growth.

For flush, isolated discs with fast capture and $p\beta\le k_r$, halving $c$ at fixed $D$, $k_r$ and $\Gamma$ halves the critical radius. The price is a bath less protected against spontaneous decomposition, so the stabiliser level has to be set by the smallest isolated feature and by bath life together.

\section*{Calculated quantities}
\begin{verbatim}
Diffusivity D: 2000 um^2/s
Bulk stabiliser concentration c: 30 umol/L
Site density: 6 nm^-2
Surface removal constant k_r: 2 s^-1
Greatest removal J_m: 19.93 umol/(m^2 s)
Diffusion-layer thickness: 100 um
Unpoisoned growth rate: 15 um/h
Critical radius a_c: 3.011 um
Critical radius a_c, converted: 3.011e+04 angstrom
Mean-flux estimate of critical radius: 3.834 um
Live core at that radius, formula: 2.373 um
Live core at that radius, ring solver: 2.377 um
Small disc radius: 2 um
Small disc mean supply / J_m: 1.917
Small disc centre depletion / c: 0.6642
Disc of radius 4 um, live core formula: 2.633 um
Disc of radius 4 um, live core ring solver: 2.63 um
Disc of radius 4 um, live area fraction: 0.4333
Disc of radius 4 um, centre growth / v0: 0.4574
Disc of radius 10 um, live core formula: 9.536 um
Disc of radius 10 um, live core ring solver: 9.55 um
Disc of radius 10 um, live area fraction: 0.9093
Disc of radius 10 um, centre growth / v0: 0.8053
Wide pad radius: 500 um
Wide pad centre coverage, formula: 0.03011
Wide pad centre coverage, ring solver: 0.03015
Wide pad dead rim, straight-edge formula: 0.0712 um
Wide pad dead rim, with curvature: 0.0775 um
Wide pad dead rim, ring solver: 0.0778 um
Capture constant k: 50 mm/s
Capture ratio k c / J_m: 75.28
Small disc centre growth / v0, finite k: 0.0359
Small disc centre growth / v0, estimate: 0.0381
Small disc mean growth / v0, finite k: 0.029
10 um disc mean growth / v0, ideal capture: 0.622
10 um disc mean growth / v0, finite k: 0.629
Layer thickness h: 0.2 nm
Layers grown per second: 20.83 s^-1
Burial probability limit per layer: 0.096
Certain-death radius if all is buried: 0.963 um
Array revival pitch for small discs, lattice: 31.8 um
Array revival pitch, smeared estimate: 35.3 um
Critical radius with finite diffusion layer: 3.043 um
Shear rate assumed: 10 s^-1
Peclet number at a_c: 0.0453
Bath temperature: 360 K
Cooler bath temperature: 350 K
Activation energy of removal: 0.5 eV
Activation energy of diffusion: 0.2 eV
Critical radius in cooler bath: 3.97 um
Diffusion time a^2/D, small disc: 2 ms
Surface removal time 1/k_r: 0.5 s
\end{verbatim}
